# Janak's theorem for the PAW functional and the Mermin free energy, part 2

The PAW energy $E$ (Hartree units) of $M$ pseudo spin-orbitals $\tilde\psi_n$ with occupations $f_n$ obeys Janak's theorem on differentiable branches stationary under $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$:

$$\frac{\partial E}{\partial f_n}=\varepsilon_n,\qquad \tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n. \tag{1}$$

Still to be proved, with $\Sigma$ the occupations' entropy and $A=E-T\Sigma$, is

$$\frac{\partial A}{\partial f_n}=\varepsilon_n+k_BT\ln\frac{f_n}{1-f_n}, \tag{2}$$

with Fermi–Dirac occupations minimizing $A$ at fixed electron number $N$.

All-electron and pseudo partial waves $\phi_i$, $\tilde\phi_i$ and projectors $p_i$ define

$$S=1+\sum_{ij}|p_i\rangle\Delta S_{ij}\langle p_j|,\qquad \Delta S_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle. \tag{3}$$

$$\gamma=\sum_nf_n|\tilde\psi_n\rangle\langle\tilde\psi_n|,\qquad \rho_{ij}=\langle p_i|\gamma|p_j\rangle. \tag{4}$$

$$\hat n=\sum_LQ_Lg_L,\quad Q_L=Q_L^0+\sum_{ij}\rho_{ij}\Delta_{L,ji},\quad \Delta_{L,ji}=\int m_L(\phi_j^*\phi_i-\tilde\phi_j^*\tilde\phi_i). \tag{5}$$

Here $m_0=1$, $\int g_Lm_{L'}=\delta_{LL'}$, and $Q_0^0=\int(n_c-\tilde n_c)-Z$ holds core $n_c$, pseudo core $\tilde n_c$ and nucleus. With $\hat t=-\tfrac12\nabla^2$, core kinetic energy $T_c$, fixed local potential $\bar v$ and densities $\tilde n(\mathbf r)=\langle\mathbf r|\gamma|\mathbf r\rangle$, $n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j^*$, $\tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j^*$, $E=\tilde E+E^1-\tilde E^1$:

$$\begin{aligned}\tilde E&=\mathrm{Tr}(\hat t\gamma)+E_H[\tilde n+\tilde n_c+\hat n]+\int\bar v\,\tilde n+E_{xc}[\tilde n+\tilde n_c],\\ E^1&=T_c+\sum_{ij}\rho_{ij}\langle\phi_j|\hat t|\phi_i\rangle+E_H[n^1+n_c]-Z\int\frac{n^1+n_c}{r}+E_{xc}[n^1+n_c],\\ \tilde E^1&=\sum_{ij}\rho_{ij}\langle\tilde\phi_j|\hat t|\tilde\phi_i\rangle+E_H[\tilde n^1+\tilde n_c+\hat n]+\int\bar v\,\tilde n^1+E_{xc}[\tilde n^1+\tilde n_c].\end{aligned}\tag{6}$$

With Hartree and exchange-correlation potentials $v_H$, $v_{xc}$, $\tilde v_H=v_H[\tilde n+\tilde n_c+\hat n]$, $\tilde v_H^1=v_H[\tilde n^1+\tilde n_c+\hat n]$, $\tilde v=\tilde v_H+\bar v+v_{xc}[\tilde n+\tilde n_c]$ and $\hat D_{ij}=\sum_L\Delta_{L,ij}\int g_L\tilde v_H$,

$$\begin{aligned}D^1_{ij}&=\langle\phi_i|\hat t+v_H[n^1+n_c]-Z/r+v_{xc}[n^1+n_c]|\phi_j\rangle,\\ \tilde D^1_{ij}&=\langle\tilde\phi_i|\hat t+\tilde v_H^1+\bar v+v_{xc}[\tilde n^1+\tilde n_c]|\tilde\phi_j\rangle+\sum_L\Delta_{L,ij}\int g_L\tilde v_H^1.\end{aligned}\tag{8}$$

$$\delta E=\mathrm{Tr}(\tilde H\,\delta\gamma),\qquad \tilde H=\hat t+\tilde v+\sum_{ij}|p_i\rangle(D^1-\tilde D^1+\hat D)_{ij}\langle p_j|. \tag{9}$$

With $H_{mn}=\langle\tilde\psi_m|\tilde H|\tilde\psi_n\rangle$ and Hermitian multipliers $\Lambda$,

$$\delta E=\sum_nH_{nn}\,\delta f_n+\sum_nf_n\,2\,\mathrm{Re}\langle\delta\tilde\psi_n|\tilde H|\tilde\psi_n\rangle. \tag{10}$$

$$L=E-\sum_{mn}\Lambda_{nm}\big(\langle\tilde\psi_m|S|\tilde\psi_n\rangle-\delta_{mn}\big) \tag{11}$$

$$f_n\tilde H\tilde\psi_n=\sum_mS\tilde\psi_m\Lambda_{mn}. \tag{12}$$

$$(f_n-f_k)H_{kn}=0. \tag{13}$$

Rotating orbitals $a,b$ by $\theta$ gives

$$\frac{dE}{d\theta}=2f_a\mathrm{Re}H_{ba}-2f_b\mathrm{Re}H_{ab}=2(f_a-f_b)\,\mathrm{Re}H_{ab}(\theta). \tag{14}$$

Along occupations $f_n(s)$, with prime $d/ds$, orbital relaxation contributes $R$ to $E'$; $R=0$ for fixed $S$:

$$R=-\sum_{km}\Lambda_{km}\langle\tilde\psi_m|S'|\tilde\psi_k\rangle. \tag{15}$$

$$\frac{dE}{ds}=\sum_nH_{nn}\,\frac{df_n}{ds}. \tag{16}$$

Frozen-orbital and relaxed slopes agree; the energies part at second order. For $g$ equivalent spin-orbitals, $F=gf$, $\partial E/\partial F=\varepsilon$ and

$$E(F_2)-E(F_1)=\int_{F_1}^{F_2}\varepsilon(F)\,dF. \tag{17}$$

For $F_2-F_1=1$ this is $\varepsilon(\bar F)+\varepsilon''(\bar F)/24+\dots$ with midpoint $\bar F$; the first term is Slater's transition state.

For $f_a=f_b$, $\varepsilon_a<\varepsilon_b$, the rotated pair has the frozen slope $H_{aa}(\theta)$:

$$H_{aa}(\theta)=\cos^2\theta\,\varepsilon_a+\sin^2\theta\,\varepsilon_b,\qquad H_{ab}(\theta)=\sin\theta\cos\theta\,(\varepsilon_b-\varepsilon_a). \tag{18}$$

The minimized energy has right slope $\varepsilon_a$ and left slope $\varepsilon_b$. If $S$ follows the occupations, canonical orbitals give

$$\frac{dE}{df_n}=\varepsilon_n-\sum_mf_m\varepsilon_m\Big\langle\tilde\psi_m\Big|\frac{\partial S}{\partial f_n}\Big|\tilde\psi_m\Big\rangle. \tag{19}$$

### The Mermin free energy

A spin-orbital that is occupied with probability $f$ and empty with probability $1-f$, independently of the others, has the entropy $-k_B[f\ln f+(1-f)\ln(1-f)]$. With this non-interacting entropy,

$$A=E-T\Sigma,\qquad \Sigma=-k_B\sum_n\big[f_n\ln f_n+(1-f_n)\ln(1-f_n)\big], \tag{20}$$

and $E_{xc}$ is taken as independent of $T$. Diagonal occupations lose no generality, because a Hermitian occupation matrix is diagonalized by a unitary mixing that respects the constraint, and $\Sigma$ depends on its eigenvalues alone. $\Sigma$ contains no orbital, so (11) to (16) are unchanged. Its derivative is $\partial\Sigma/\partial f_n=-k_B[\ln f_n+1-\ln(1-f_n)-1]=-k_B\ln[f_n/(1-f_n)]$, and adding $-T\,\partial\Sigma/\partial f_n$ to (1) proves (2) for arbitrary $0<f_n<1$.

Now minimize $A$ under $\sum_nf_n=N$ with $0<N<M$. The slope (2) tends to $-\infty$ as $f_n\to0$ and to $+\infty$ as $f_n\to1$, so moving charge into an empty orbital or out of a full one lowers $A$, and the minimum is interior. Stationarity of $A-\mu(\sum f_n-N)$ sets every slope equal to $\mu$. Then $\ln[(1-f_n)/f_n]=(\varepsilon_n-\mu)/k_BT$, so $1/f_n-1=e^{(\varepsilon_n-\mu)/k_BT}$ and

$$f_n=\frac1{1+e^{(\varepsilon_n-\mu)/k_BT}},\qquad \mu=\varepsilon_n+k_BT\ln\frac{f_n}{1-f_n}\quad\text{for all }n. \tag{21}$$

A minimum cannot hide in a block of equal $f$ with unequal eigenvalues: diagonalizing the block leaves $A$ unchanged and exposes unequal slopes (2), so a charge transfer lowers $A$. Conversely (21) is only a stationarity condition; a minimum requires in addition that $\partial\varepsilon_n/\partial f_m+\delta_{nm}k_BT/[f_n(1-f_n)]$, the derivative of (2), be positive semidefinite for changes at fixed $N$.

Along the equilibrium branch, orbital relaxation drops out by (15) and each $\partial A/\partial f_n$ equals $\mu$. With $\sum df_n/dN=1$ at fixed $T$ and $\sum df_n/dT=0$ at fixed $N$,

$$\frac{dA}{dN}=\mu\sum_n\frac{df_n}{dN}=\mu,\qquad \frac{dA}{dT}=\mu\sum_n\frac{df_n}{dT}-\Sigma=-\Sigma. \tag{22}$$

A temperature-dependent $E_{xc}$ would add its explicit $T$ derivative to the second relation. The energy obeys (16) instead:

$$\frac{dE}{dN}=\sum_n\varepsilon_n\frac{df_n}{dN}=\mu+T\frac{d\Sigma}{dN}. \tag{23}$$

As $T\to0$ the logarithm in (21) is suppressed for any $f_n$ that stays fractional, so such levels meet at $\mu$, while levels below $\mu$ fill and those above empty. An isolated atom in infinite volume has infinitely many states near zero energy, each with a finite $f_n$, so $\sum f_n=N$ has no solution at finite $\mu$; a box or a finite $M$ is required.

### Worked example: carbon

The model is spherical, spin-unpolarized carbon ($Z=6$) in the LDA with Slater exchange and VWN correlation, with a frozen 1s core. The shells are 2s, 3s, 2p, 3p with $g=2,2,6,6$, in 19 even-tempered Gaussians per $l$ (30 for the all-electron atom). The dataset comes from the all-electron $2s^22p^2$ atom with potential $v_{AE}$, and has one partial wave per $l$. With $k=e^{-(r/0.7)^2}$ ($r$ in bohr), $\tilde\phi_l$ is the lowest state of $(1-k)v_{AE}-c_lk$, and $c_s=-1.7870$ Ha, $c_p=4.3556$ Ha place it at the all-electron eigenvalue. The potential $\bar v$ is fixed by $\tilde v=(1-k)v_{AE}+Bk$ in the reference atom, with $B=2.7870$ Ha, and $p_l=k\tilde\phi_l/\langle\tilde\phi_l|k|\tilde\phi_l\rangle$. The shape $g_0$ is a Gaussian of radius 0.5 bohr, and $\tilde n_c$ is constant inside 1.2026 bohr (the first grid point beyond 1.2 bohr). Since $k$ has no sharp edge, the one-centre integrals run over all $r$.

This gives $\Delta S_s=-0.077218$, $\Delta S_p=0.056423$ and $Q_0^0=-4.002877$. The lowest eigenvalues of $S$ are 0.7260 and 1.0000, so $S$ is positive definite. The reference atom has $E=-37.425728$ Ha, $\varepsilon_{2s}=-0.500866$ Ha and $\varepsilon_{2p}=-0.199186$ Ha in both the PAW and the all-electron calculation. This agreement is built into the dataset, because $(\hat t+\tilde v-\varepsilon)\tilde\phi_l=(c_l+B)k\tilde\phi_l$ is proportional to $p_l$ and hence equals $p_l\langle\tilde\phi_l|\hat t+\tilde v-\varepsilon|\tilde\phi_l\rangle$. With $\tilde\psi=\tilde\phi_l$ one has $\tilde n=\tilde n^1$, so $\tilde E=\tilde E^1$ and $E=E^1$ is the all-electron energy; $\hat D$ cancels the last term of $\tilde D^1$, and $D^1=\varepsilon\langle\phi_l|\phi_l\rangle$, so $(\tilde H-\varepsilon S)\tilde\phi_l=p_l\,\varepsilon\,[\langle\phi_l|\phi_l\rangle-\langle\tilde\phi_l|\tilde\phi_l\rangle-\Delta S_l]=0$. The agreement shows only that no spurious lower state appears. Seven decimals below display identities of this model and are not physical accuracy. In the complete-basis limit all total and free energies are lower by $2\times10^{-5}$ Ha (the reference atom has $-37.42575$ Ha), $\Sigma$ and $Q_0^0$ move by a few $10^{-6}$, $\Delta S_s$ by $10^{-6}$, and eigenvalues, $\mu$ and energy differences by up to $10^{-6}$ Ha.

**Slopes.** For C$^+$ with $F=(1.6,0.2,1.0,0.2)$, $E=-36.6978037$ Ha. Five-point finite differences of (6), with all orbitals reconverged, are compared with the eigenvalues of (9), in Ha:

| shell | $\varepsilon$ | $dE/dF$ | without $\hat D$ | $\langle\tilde H\rangle/\langle\tilde\psi\vert\tilde\psi\rangle$ |
|---|---|---|---|---|
| 2s | −1.0534803 | −1.0534803 | −1.43995 | −0.96356 |
| 3s | −0.2401140 | −0.2401140 | −0.28555 | −0.23751 |
| 2p | −0.7416689 | −0.7416689 | −0.42158 | −0.80380 |
| 3p | −0.1805447 | −0.1805447 | −0.15057 | −0.18186 |

The largest difference between slope and eigenvalue is $1.2\times10^{-10}$ Ha, and the frozen-orbital slopes agree to the digits shown. The last two columns are not slopes of $E$. For 2s, $|\langle p|\tilde\psi\rangle|^2=1.20856$ and $\hat D_s=0.31978$ Ha, so omitting $\hat D$ gives $-1.05348-0.31978\times1.20856=-1.43995$ Ha. The constraint makes the plain norm $1-\Delta S_s|\langle p|\tilde\psi\rangle|^2=1+0.077218\times1.20856=1.09332$, and $-1.05348/1.09332=-0.96356$ Ha. The all-electron eigenvalues with a relaxed core, $-1.05156$, $-0.23971$, $-0.74098$ and $-0.18166$ Ha, differ from the PAW ones by up to 0.002 Ha: (1) is exact for the PAW functional, whose distance from the all-electron one is a separate question.

Equation (9) holds away from stationarity: along a random orbital direction from a random point, finite difference and (10) both give $-42.0757084$ Ha. Relaxation lowers the energy by $4.695\times10^{-6}$ Ha for $\delta F_{2p}=0.01$ and by $1.886\times10^{-5}$ Ha for 0.02, a ratio of 4.016 against 4 for a pure square. A 2s–3s rotation by 0.3 rad gives $dE/d\theta=0.7304191$ Ha from both sides of (14).

To test (19), $\Delta S_l$ in the constraint alone is scaled by $1+\alpha\,\delta F_{2p}$ with $\alpha=2$, so the extra term is $-\alpha\sum F\varepsilon\,\Delta S_l|\langle p|\tilde\psi\rangle|^2$. With projections 1.20856, 0.14210, 1.36987, 0.12826 the sum is $0.15730+0.00053-0.05733-0.00026=0.10024$ Ha and the term is $-0.20048$ Ha. The predicted slope, $-0.7416689-0.2004840=-0.9421529$ Ha, equals the finite difference.

For $F=(1,1,1,0)$, $\varepsilon_{2s}=-1.2013380$ Ha and $\varepsilon_{3s}=-0.2863891$ Ha. Orbitals rotated by 0.5 rad have the frozen slope $-0.9910380$ Ha of (18), while the branch slope is $\varepsilon_{2s}$. Choosing the lower of the two assignments with a step of 0.001 gives the right slope $-1.20109$ Ha and the left slope $-0.28648$ Ha, which match $\varepsilon_{2s}$ and $\varepsilon_{3s}$ up to the first-order error of a one-sided difference.

**Ionization.** Removing one 2p electron costs $I=-37.0217246+37.425728=0.404003$ Ha $=10.99$ eV, and six-point Gauss quadrature of (17) gives the same 0.4040035 Ha as the energy difference. The end values $-\varepsilon_{2p}$ are 0.1992 Ha and 0.6294 Ha, far from $I$ on either side. The transition state gives 0.3988717 Ha $=10.85$ eV, low by 0.0051 Ha, or 1.3% of $I$. The curvature term accounts for this: $\varepsilon''\approx(-0.6294313-0.199186+2\times0.3988717)/0.5^2=-0.1235$ Ha, and $-\varepsilon''/24=0.0051$ Ha. The all-electron difference with a relaxed core is 0.403900 Ha, 0.0001 Ha lower; the shares of the frozen core and of the single partial wave were not separated. The value 10.99 eV belongs to the spherical spin-unpolarized model: the spherical spin-polarized LDA gives about 11.8 eV, and the measured ionization energy of carbon is 11.26 eV.

**Free energy.** Take $k_BT=0.1$ Ha $=2.72$ eV, or $T=31578$ K. At the occupations of the table $f_{2s}=0.8$, and (2) gives $-1.0534803+0.1\ln4=-0.9148509$ Ha. The four slopes, $-0.9148509$, $-0.4598364$, $-0.9026127$ and $-0.5172742$ Ha, match the finite differences of $A$; they are unequal, so this is not equilibrium.

The Fermi–Dirac solution for $N=3$ in these four shells has $\varepsilon=-0.9471881$, $-0.1889524$, $-0.6352218$, $-0.1335816$ Ha and $\mu=-0.7670528$ Ha $=-20.87$ eV. For 2p, $(\varepsilon-\mu)/k_BT=1.31831$ and $f=1/(1+e^{1.31831})=0.211100$. The set $f=0.858314$, 0.003076, 0.211100, 0.001771 gives $F=1.716627+0.006152+1.266598+0.010623=3.000000$. With $\Sigma=4.0281405\,k_B$, $A=-36.9252576-0.1\times4.0281405=-37.3280717$ Ha. A direct minimization of $A$ over the occupations, steered by free energies alone, descends from $-37.3110540$ Ha to the same $A$ and the same $f$. Finite differences give $dA/dN=-0.7670528$ Ha and $dA/d(k_BT)=-4.0281405$, as in (22). The energy slope is different: with $dF/dN=0.177221$, 0.021088, 0.761991, 0.039700, the sum in (23) is $-(0.167862+0.003985+0.484033+0.005303)=-0.66118$ Ha, the finite difference is $-0.6611824$ Ha, and $\mu+T\,d\Sigma/dN=-0.7670528+0.1\times1.058704=-0.6611824$ Ha. The values of $\mu$ and $\Sigma$ belong to this four-shell truncation. The numerical check that follows lists these results in full.

## Computed values

```
Z = 6; r_k, r_g, r_core = 0.7, 0.5, 1.2 bohr; grid points 887
basis functions per l: AE 30, PAW 19 ; shell order 2s 3s 2p 3p
well depths c0 (s,p) and barrier (Ha): -1.7870 4.3556 2.7870
dS (s,p): -0.077218 0.056423 ; lowest eigenvalue of S (s,p): 0.7260 1.0000
dT (s,p) (Ha): 1.194444 0.277658 ; Q0 = -4.002877 e
C 2s2 2p2: E_AE = -37.425728 Ha, E_PAW = -37.425728 Ha
  eps 2s,2p AE (Ha): -0.500866 -0.199186 ; PAW: -0.500866 -0.199186
random orbital direction: dE/dt FD -42.0757084 Ha, 2F<d|H|c> -42.0757084 Ha
C+ occupations F: 1.60 0.20 1.00 0.20 ; E = -36.6978037 Ha
  eps (Ha):                -1.0534803 -0.2401140 -0.7416689 -0.1805447
  eps (eV):                -28.6667 -6.5338 -20.1818 -4.9129
  dE/dF relaxed FD (Ha):   -1.0534803 -0.2401140 -0.7416689 -0.1805447
  dE/dF frozen FD (Ha):    -1.0534803 -0.2401140 -0.7416689 -0.1805447
  max |dE/dF - eps| = 1.2e-10 Ha
  AE relaxed-core eps (Ha): -1.05156 -0.23971 -0.74098 -0.18166
  |<p|psi>|^2: 1.20856 0.14210 1.36987 0.12826 ; <psi|psi>: 1.09332 1.01097 0.92271 0.99276
  Dhat (s,p) (Ha): 0.31978 -0.23366
  <H> without Dhat (Ha):   -1.43995 -0.28555 -0.42158 -0.15057
  <H>/<psi|psi> (Ha):      -0.96356 -0.23751 -0.80380 -0.18186
  kT = 0.1 Ha: dA/dF FD (Ha): -0.9148509 -0.4598364 -0.9026127 -0.5172742
  eps + kT ln(f/(1-f)) (Ha):  -0.9148509 -0.4598364 -0.9026127 -0.5172742
  relaxation gain, dF2p = 0.01, 0.02: 4.695e-06, 1.886e-05 Ha, ratio 4.016
  2s-3s rotation 0.3 rad: dE/dtheta FD 0.7304191, 2(Fa-Fb)Hab 0.7304191 Ha
  S(f), alpha = 2.0: slope FD -0.9421529, eps2p + extra -0.9421529, extra -0.2004840 Ha
F = 1.0 1.0 1.0 0.0 : eps 2s,3s (Ha): -1.2013380 -0.2863891
  rotated 0.5 rad: frozen slope -0.9910380, cos2/sin2 mix -0.9910380; branch slope -1.2013380 Ha
  lowest assignment, step 0.001: right slope -1.20109, left slope -0.28648 Ha
C+ 2s2 2p1: E = -37.0217246 Ha, eps2p = -0.6294313 Ha
I from energy difference 0.4040035 Ha = 10.9935 eV
I from -int eps dF       0.4040035 Ha
I transition state       0.3988717 Ha = 10.8539 eV
I all-electron, relaxed core 0.403900 Ha = 10.9907 eV
Mermin: N = 3.0, kT = 0.1 Ha = 2.7211 eV, T = 31578 K
  eps (Ha): -0.9471881 -0.1889524 -0.6352218 -0.1335816
  f Fermi-Dirac:      0.858314 0.003076 0.211100 0.001771
  f direct minimum:   0.858314 0.003076 0.211100 0.001771
  F Fermi-Dirac:      1.716627 0.006152 1.266598 0.010623
  E = -36.9252576 Ha, Sig = 4.0281405 kB, A = -37.3280717 Ha
  A direct minimum -37.3280717 Ha, A at starting point -37.3110540 Ha
  mu = -0.7670528 Ha = -20.8726 eV, dA/dN FD = -0.7670528 Ha
  dA/d(kT) FD = -4.0281405, -Sig = -4.0281405 (dimensionless)
  dF/dN: 0.177221 0.021088 0.761991 0.039700 ; dSig/dN = 1.058704 kB
  dE/dN FD = -0.6611824 Ha, sum eps dF/dN = -0.6611824 Ha
```
